# Ultrasoft augmentation: the generalized eigenproblem and its screened nonlocal coefficients

## 1. The situation and the result

The 3d wave of a nickel atom is concentrated close to the nucleus. A plane-wave expansion must resolve that compact peak, although bonding mainly involves the outer part of the wave. One can replace the wave inside a cutoff radius $r_c$ by a much smoother function, but the smooth function then carries too little charge there. For the nickel dataset of Section 7, with $r_c=2.0$ bohr, the smooth 3d wave has norm 0.210 instead of 1. The missing charge must be restored in the density, in the normalization and in the Hamiltonian, and the three restorations must agree.

Hartree atomic units are used, with $T=-\tfrac12\nabla^2$. The index $i$ labels a localized function: its site, angular momentum and reference energy. Pair sums run over functions on the same site. Smooth orbitals $\psi_n$ with fixed occupations $f_n$ define the augmented valence density

$$n(\mathbf r)=\sum_n f_n\Big[|\psi_n(\mathbf r)|^2+\sum_{ij}Q_{ij}(\mathbf r)\langle\psi_n|\beta_i\rangle\langle\beta_j|\psi_n\rangle\Big]. \tag{1}$$

Up to a constant for fixed ions, the energy is

$$E=\sum_n f_n\langle\psi_n|T+\sum_{ij}D^0_{ij}|\beta_i\rangle\langle\beta_j|\,|\psi_n\rangle+\int V_{\rm ion}n+E_{\rm Hxc}[n+n_{\rm f}], \tag{2}$$

where $n_{\rm f}$ is a frozen density and $E_{\rm Hxc}$ is the Hartree plus exchange-correlation energy, with a local or semilocal functional. The projectors $\beta_i$, the functions $Q_{ij}$ and the numbers $D^0_{ij}$ are fixed. The result to be derived is

$$H\psi_n=\varepsilon_nS\psi_n,\qquad S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j|,\qquad q_{ij}=\int Q_{ij}, \tag{3}$$

$$H=T+V_{\rm eff}+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|,\qquad D_{ij}=D^0_{ij}+\int V_{\rm eff}Q_{ij}. \tag{4}$$

Here $V_{\rm eff}=V_{\rm ion}+V_{\rm H}+V_{\rm xc}$ has $V_{\rm H}$ and $V_{\rm xc}$ evaluated at $n+n_{\rm f}$, with $n$ the augmented density (1). The shorthand $\beta_i\beta_j$ for the nonlocal terms means the operator $|\beta_i\rangle\langle\beta_j|$.

## 2. Where the metric comes from

Consider one atom with all-electron potential $V_{\rm AE}$. Choose reference waves that satisfy

$$(T+V_{\rm AE})\phi_i=\varepsilon_i\phi_i .$$

Choose smooth partners $\tilde\phi_i$ equal to $\phi_i$ for $r\ge r_c$, with value, slope and curvature continuous at $r_c$. Choose also a smooth local potential $V_{\rm loc}$ equal to $V_{\rm AE}$ for $r\ge r_c$. Then

$$\chi_i=(\varepsilon_i-T-V_{\rm loc})\tilde\phi_i \tag{5}$$

vanishes beyond $r_c$, because there it is the all-electron equation. Brackets between reference waves denote integrals over a ball of radius $R\ge r_c$, so the waves need not be bound.

Let $B_{ij}=\langle\tilde\phi_i|\chi_j\rangle$ be invertible and define

$$\beta_i=\sum_j(B^{-1})_{ji}\chi_j. \tag{6}$$

These projectors are localized like the $\chi_j$. They are dual to the smooth waves:

$$\langle\tilde\phi_k|\beta_i\rangle=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ki}. \tag{7}$$

Multiplying (6) by $B_{ik}$ and summing over $i$ gives the inverse relation $\chi_k=\sum_i\beta_iB_{ik}$.

The density lost by smoothing is contained in

$$Q_{ij}=\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j, \tag{8}$$

which vanishes beyond $r_c$. If $\psi=\sum_jc_j\tilde\phi_j$ inside the sphere, then $\langle\beta_j|\psi\rangle=c_j$ by (7), and the bracket in (1) becomes

$$|\psi|^2+\sum_{ij}c_i^*c_jQ_{ij}=\Big|\sum_jc_j\phi_j\Big|^2 .$$

The smooth terms cancel and the all-electron density remains. For an orbital outside the span of the reference waves, this reconstruction is an approximation.

Integrating (8) gives $q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle$. With (7),

$$\langle\tilde\phi_i|S|\tilde\phi_j\rangle=\langle\tilde\phi_i|\tilde\phi_j\rangle+q_{ij}=\langle\phi_i|\phi_j\rangle. \tag{9}$$

Thus $S$ measures smooth waves by the norm of their all-electron partners. Integrating (1) gives $\int n=\sum_nf_n\langle\psi_n|S|\psi_n\rangle$. Normalization with $S$ is therefore what gives the correct electron number.

## 3. Coefficients at the reference density

We require $\tilde\phi_k$ to solve the generalized problem at energy $\varepsilon_k$ in the potential $V_{\rm loc}$. Equation (5) gives $(T+V_{\rm loc})\tilde\phi_k=\varepsilon_k\tilde\phi_k-\chi_k$, and (7) reduces the nonlocal sums to their $k$th column:

$$\varepsilon_k\tilde\phi_k-\chi_k+\sum_iD^{\rm ref}_{ik}\beta_i=\varepsilon_k\tilde\phi_k+\varepsilon_k\sum_iq_{ik}\beta_i .$$

Insert $\chi_k=\sum_i\beta_iB_{ik}$. Since the $\beta_i$ are linearly independent,

$$D^{\rm ref}_{ij}=B_{ij}+\varepsilon_jq_{ij}. \tag{10}$$

This matrix is Hermitian, although neither term on the right need be. To see this, define the surface term

$$W_{ij}=\langle\tilde\phi_i|T\tilde\phi_j\rangle-\langle T\tilde\phi_i|\tilde\phi_j\rangle .$$

By Green's theorem it depends on values and slopes at $R$, where smooth and all-electron waves agree. The real potential cancels from the difference

$$B_{ij}-B_{ji}^*=(\varepsilon_j-\varepsilon_i)\langle\tilde\phi_i|\tilde\phi_j\rangle-W_{ij}.$$

The same manipulation of the all-electron equation gives

$$0=(\varepsilon_j-\varepsilon_i)\langle\phi_i|\phi_j\rangle-W_{ij}.$$

Subtracting the second line from the first,

$$B_{ij}-B_{ji}^*=(\varepsilon_i-\varepsilon_j)q_{ij}. \tag{11}$$

Since $q_{ji}^*=q_{ij}$, equation (10) now yields

$$D^{\rm ref}_{ij}-(D^{\rm ref}_{ji})^*=(\varepsilon_i-\varepsilon_j)q_{ij}+(\varepsilon_j-\varepsilon_i)q_{ij}=0 .$$

The coefficients (10) belong to one density. To obtain quantities usable at other densities, remove the response of the reference valence density $n_{\rm ref}$:

$$V_{\rm ion}=V_{\rm loc}-V_{\rm Hxc}[n_{\rm ref}+n_{\rm f}],\qquad D^0_{ij}=D^{\rm ref}_{ij}-\int V_{\rm loc}Q_{ij}. \tag{12}$$

At $n=n_{\rm ref}$, (12) gives $V_{\rm eff}=V_{\rm loc}$, and (4) gives $D=D^{\rm ref}$. The integral in (12) contains the full screened local potential, including its ionic part, because (4) adds that same full potential back.

## 4. Variation of the energy

Vary one orbital by $\delta\psi_n$. From (1),

$$\delta n=f_n\Big[\delta\psi_n^*\psi_n+\sum_{ij}Q_{ij}\langle\delta\psi_n|\beta_i\rangle\langle\beta_j|\psi_n\rangle\Big]+\text{c.c.} \tag{13}$$

The conjugate of the augmentation term has this form because $Q_{ij}^*=Q_{ji}$.

The Hartree energy is a double integral with prefactor $\tfrac12$. Varying either density factor gives the same contribution, so $\delta E_{\rm H}=\int V_{\rm H}\delta n$ with unit prefactor. By definition of the functional derivative, $\delta E_{\rm xc}=\int V_{\rm xc}\delta n$. All density-dependent terms in (2) therefore contribute $\int V_{\rm eff}\delta n$. Adding the explicit orbital terms,

$$\begin{aligned}\delta E={}&f_n\langle\delta\psi_n|T+V_{\rm eff}|\psi_n\rangle\\&+f_n\sum_{ij}\Big[D^0_{ij}+\int V_{\rm eff}Q_{ij}\Big]\langle\delta\psi_n|\beta_i\rangle\langle\beta_j|\psi_n\rangle+\text{c.c.}\end{aligned} \tag{14}$$

The square bracket is $D_{ij}$, so $\delta E=f_n\langle\delta\psi_n|H|\psi_n\rangle+\text{c.c.}$ Replacing $\delta\psi_n$ by $i\,\delta\psi_n$ separates the two conjugate terms, which gives

$$\frac{\delta E}{\delta\psi_n^*}=f_nH\psi_n. \tag{15}$$

The screening integral is thus the chain rule applied to the augmentation charge. A change of the projection $\langle\beta_j|\psi_n\rangle$ moves charge with shape $Q_{ij}$, and that charge has energy in $V_{\rm eff}$.

Now impose $\langle\psi_n|S|\psi_m\rangle=\delta_{nm}$ with a Hermitian matrix of multipliers $\Lambda$. Stationarity of

$$E-\sum_{nm}\Lambda_{mn}\big(\langle\psi_n|S|\psi_m\rangle-\delta_{nm}\big)$$

gives

$$f_nH\psi_n=\sum_mS\psi_m\Lambda_{mn}. \tag{16}$$

Projection on $\psi_k$ yields $\Lambda_{kn}=f_nH_{kn}$, with $H_{kn}=\langle\psi_k|H|\psi_n\rangle$. Since $\Lambda$ and $H$ are Hermitian, $f_nH_{kn}=f_kH_{kn}$, or

$$(f_n-f_k)H_{kn}=0. \tag{17}$$

Orbitals with different occupations are therefore already uncoupled. Among orbitals with equal occupation, a unitary rotation changes neither (1) nor (2), so $H_{kn}$ can be diagonalized within each such group. Then $H_{mn}=\varepsilon_n\delta_{mn}$. For $f_n>0$, dividing (16) by $f_n$ gives (3). An empty orbital is not fixed by the energy; it is defined as a further eigenvector of (3).

## 5. Conditions and consequences

**Positive metric.** The constraint defines a norm when $S$ is positive definite. This does not follow from the construction, since smoothing can also add norm to some combination of reference waves. A small matrix decides the question. Vectors orthogonal to all projectors have $S$-eigenvalue 1. For $v=\sum_ka_k\beta_k$ and $O_{ij}=\langle\beta_i|\beta_j\rangle$,

$$Sv=\sum_i\beta_i\big[(1+qO)a\big]_i ,$$

so the remaining eigenvalues are those of $1+qO$. With several atoms, $O$ must include overlaps between projectors on different sites.

When $S$ is positive, $\varepsilon_n=\langle\psi_n|H|\psi_n\rangle/\langle\psi_n|S|\psi_n\rangle$ is real. Comparing the equations for two states gives $(\varepsilon_n-\varepsilon_m)\langle\psi_m|S|\psi_n\rangle=0$, so states at different energies are $S$-orthogonal. Positivity does not exclude a spurious level below the intended one; the spectrum has to be inspected separately.

**Uniform potential.** Adding a constant $c$ to $V_{\rm eff}$ adds $cq_{ij}$ to $D_{ij}$. Hence $H$ becomes $H+cS$, and every level moves by $c$, as it must. If $D$ were held fixed, the first-order shift of a reference state would be $c\langle\tilde\phi_k|\tilde\phi_k\rangle$, which is 0.21 $c$ for the nickel 3d state.

**General small change.** Let $V_{\rm eff}$ change by $\delta V$, and let $\psi$ be a nondegenerate, $S$-normalized state. Project the perturbed equation on $\psi$. The term containing $\delta\psi$ vanishes because $\langle\psi|(H-\varepsilon S)=0$, and $\delta\varepsilon=\langle\psi|\delta H|\psi\rangle$ remains. For a normalized reference state, (7) and (8) give

$$\delta\varepsilon_k=\int\delta V\big(|\tilde\phi_k|^2+Q_{kk}\big)=\int\delta V|\phi_k|^2. \tag{18}$$

This is the all-electron first-order shift in the same $\delta V$. With $D$ fixed, the term $\int\delta VQ_{kk}$ is lost and the error is of first order. With $D$ screened, the error starts at second order, since the perturbed wave can leave the space that the dataset reconstructs.

**Norm-conserving case.** If $q_{ij}=0$, then $S=1$. The screening integral then ignores a uniform shift of $V_{\rm eff}$, but it can still respond to a change that varies in space inside the sphere, as long as $Q_{ij}(\mathbf r)$ is kept in the density. The coefficients become constant when $Q_{ij}(\mathbf r)$ itself is dropped.

**Occupation derivative.** At fixed orbitals, differentiating (2) with respect to $f_n$ gives $\langle\psi_n|H|\psi_n\rangle=\varepsilon_n$. Orbital relaxation adds

$$\sum_mf_m\varepsilon_m\,\frac{\partial}{\partial f_n}\langle\psi_m|S|\psi_m\rangle=0,$$

because the norms are constrained and $S$ does not depend on $f_n$. Therefore $dE/df_n=\varepsilon_n$ at self-consistency.

**PAW.** The projector-augmented-wave method has the same form of $S$, but its energy contains one-centre terms $\Delta E(\rho)$ that depend on

$$\rho_{ij}=\sum_nf_n\langle\psi_n|\beta_i\rangle\langle\beta_j|\psi_n\rangle .$$

Their variation adds $\partial\Delta E/\partial\rho_{ij}$ to $D_{ij}$. Equation (4) with constant $D^0_{ij}$ applies when these terms are linear in $\rho_{ij}$.

## 6. Implementation

For a periodic cell of volume $\Omega$ at zero crystal momentum, expand $\psi=\sum_{\mathbf G}c_{\mathbf G}|\mathbf G\rangle$ in normalized plane waves. Projecting (3) on $\langle\mathbf G|$ gives a matrix problem with

$$\begin{aligned}H_{\mathbf G\mathbf G'}&=\tfrac12G^2\delta_{\mathbf G\mathbf G'}+V_{\mathbf G-\mathbf G'}+\sum_{ij}\langle\mathbf G|\beta_i\rangle D_{ij}\langle\beta_j|\mathbf G'\rangle,\\S_{\mathbf G\mathbf G'}&=\delta_{\mathbf G\mathbf G'}+\sum_{ij}\langle\mathbf G|\beta_i\rangle q_{ij}\langle\beta_j|\mathbf G'\rangle,\end{aligned} \tag{19}$$

where $V_{\mathbf K}=\Omega^{-1}\int_\Omega V_{\rm eff}e^{-i\mathbf K\cdot\mathbf r}$. The matrices need not be stored. The projections $b_j=\langle\beta_j|\psi\rangle$ are computed once and serve both products: $H\psi$ needs $\sum_i\beta_i(Db)_i$, and $S\psi$ needs $\sum_i\beta_i(qb)_i$.

One self-consistency cycle is:

1. Build $n$ from (1), including augmentation.
2. Compute $V_{\rm eff}$ from $n+n_{\rm f}$.
3. Recompute every $D_{ij}$ from (4).
4. Solve (3) with the unchanged $S$ and normalize with $S$.
5. Mix densities or potentials and repeat.

The same discrete $Q_{ij}$ must enter all three places. If grid point $p$ has weight $w_p$ and the density uses $Q_{ij}(\mathbf r_p)$, then the gradient of the discrete energy contains $\sum_pw_pV_{\rm eff}(\mathbf r_p)Q_{ij}(\mathbf r_p)$, and the grid charge is correct when $q_{ij}=\sum_pw_pQ_{ij}(\mathbf r_p)$. A different quadrature in $D$ makes $H\psi$ inconsistent with the computed energy.

The total energy can be found from the eigenvalues. Multiplying (3) by $f_n\psi_n^*$, integrating and summing gives the orbital terms of (2) plus $\int V_{\rm eff}n$. Hence

$$E=\sum_nf_n\varepsilon_n-\int(V_{\rm H}+V_{\rm xc})n+E_{\rm Hxc}[n+n_{\rm f}]. \tag{20}$$

The subtraction uses the augmented valence density $n$, while the potentials are those of $n+n_{\rm f}$. No separate correction for $D_{ij}$ is needed. Equation (20) holds at self-consistency.

## 7. Nickel 3d shell

The example is the nickel atom in the configuration 3d⁸4s², non-relativistic, spin-unpolarized and spherically averaged, with exchange-only LDA. It is enclosed in a hard sphere of radius 12 bohr. Only the 3d shell is active, and the density of the other shells is frozen. The reference waves are the two lowest d states of the enclosed atom, at $\varepsilon_1=-0.2995$ and $\varepsilon_2=0.0814$ Ha. Inside the cutoff, the smooth radial functions $r\tilde\phi_i$ are $r^3$ times a quadratic polynomial in $r^2$.

As the cutoff grows from 1.0 to 2.0 bohr, the missing norm $q_{11}$ grows from 0.314 to 0.790. All four cutoffs tried give a positive metric and the correct lowest level, and the largest is used. There the smooth norm and the missing norm add up as (9) requires: $0.2103+0.7897=1.0000$. The mean kinetic energy per unit norm falls from 9.02 Ha for the 3d wave to 1.71 Ha for its smooth partner. This indicates a softer wave, but it is not a plane-wave cutoff.

The matrix $q$ has $q_{12}=0.06683$ and $q_{22}=0.00561$. Its determinant,

$$0.78973\times0.00561-0.06683^2\approx-4\times10^{-5},$$

is negative, so one combination of the reference waves gains norm on smoothing. The lowest eigenvalue of $S$ is accordingly below 1, at 0.968, but still positive.

Equation (10) can be followed in numbers:

$$D^{\rm ref}_{11}=-0.2616+(-0.2995)(0.7897)=-0.4981\ \text{Ha}.$$

The off-diagonal elements $B_{12}=-0.02273$ and $B_{21}=0.00272$ Ha differ even in sign, yet

$$\begin{aligned}D^{\rm ref}_{12}&=-0.02273+(0.0814)(0.06683)=-0.0173\ \text{Ha},\\D^{\rm ref}_{21}&=0.00272+(-0.2995)(0.06683)=-0.0173\ \text{Ha}.\end{aligned}$$

Unscreening changes the sign of the first coefficient: $D^0_{11}=-0.4981-(-0.9927)=0.4946$ Ha.

The variational result (15) was tested away from self-consistency, by changing one of two trial orbitals along a fixed direction. The slope of the energy is 14.7987 Ha by finite differences and by the formula. With $D$ left at its reference value, the formula gives $-5.8247$ Ha and disagrees with the finite difference. The trial orbitals are not normalized, and both numbers, including the sign of the second, belong to this particular trial and direction.

Now remove one 3d electron. The remaining 3d⁷ shell relaxes, and $D_{11}$ changes from $-0.498$ to $-1.055$ Ha. The 3d levels are:

| Calculation | Level (Ha) | Error (Ha) |
|---|---:|---:|
| all-electron, same frozen shells | −0.9548 | – |
| ultrasoft, screened $D$ | −0.9681 | −0.0134 |
| ultrasoft potential, reference $D$ | −0.4290 | 0.5258 |

The errors are relative to the first row. The last row keeps the converged ultrasoft $V_{\rm eff}$ and resets $D$ alone, which isolates the effect of screening. The all-electron level moves by $-0.6553$ Ha ($-17.83$ eV). Screened coefficients reproduce this shift with an error of 2% (0.36 eV), whereas resetting $D$ to its reference value in the converged potential misses 80% of it (14.3 eV). This figure belongs to that fixed potential; a cycle run with fixed $D$ throughout reaches another density and has a different error. The remaining 0.36 eV is a transferability error of this two-wave dataset under a large change of charge. Equation (18) does not promise its absence.

For small changes the predicted orders appear. When the strength of a fixed potential change is halved, the level-shift error falls by a factor of 4.02 with screened $D$ and 2.00 with fixed $D$. These are second-order and first-order behaviour.

Two further tests concern the constraint. In the 3d⁷ shell, $dE/df$ from energy differences agrees with the ultrasoft level to within $10^{-5}$ Ha. Direct minimization of the energy at fixed $S$-norm, in a space of five functions, gives the lowest generalized eigenvector of (3) restricted to that space. Its level is $-1.03$ Ha. This lies below the ultrasoft level of the table. With the same $H$ and a positive $S$, restriction to a subspace could only raise the lowest level, so the lower value shows that the restricted minimization has its own density, and hence its own $V_{\rm eff}$ and $D$. Replacing $S$ by 1 in the same small problem moves the lowest level to $-7.84$ Ha, so the metric cannot be omitted while the augmented Hamiltonian is retained.

## Table of computed values

```
Ni atom 3d8 4s2, exchange-only LDA, sphere radius 12.0 bohr
all-electron total energy        -1503.14803 Ha
virial ratio E/T                 -0.99999975
reference d levels               -0.299469  0.081397 Ha
cutoff(bohr)  q_11    min eig S  lowest level(Ha)
  1.0        0.31381   0.93293   -0.299469
  1.4        0.55894   0.94416   -0.299469
  1.7        0.69386   0.95579   -0.299469
  2.0        0.78973   0.96828   -0.299469
cutoff used                      2.0 bohr
norm of smooth 3d wave           0.210274
mean kinetic energy of 3d wave   9.0230 Ha
same, smooth wave, per unit norm 1.7101 Ha
B        11, 12, 21, 22:  -0.261593  -0.022732  0.002719  0.000240 Ha
q        11, 12, 21, 22:  0.789726  0.066826  0.066826  0.005610 
D (ref)  11, 12, 21, 22:  -0.498092  -0.017293  -0.017293  0.000697 Ha
int V Q  11, 12, 21, 22:  -0.992741  -0.084973  -0.084973  -0.007229 Ha
D0       11, 12, 21, 22:  0.494650  0.067680  0.067680  0.007925 Ha
Energy slope along a trial change of one orbital:
  finite difference              14.79868120 Ha
  formula, screened D            14.79868120 Ha
  formula, D kept at reference   -5.82470136 Ha
One 3d electron removed (3d7, other shells frozen):
D (3d7)  11, 12, 21, 22:  -1.054868  -0.065053  -0.065053  -0.003377 Ha
  3d level, all-electron         -0.954752 Ha
  3d level, ultrasoft            -0.968105 Ha
  3d level, D kept at reference  -0.428978 Ha
  level shift, all-electron      -0.655283 Ha = -17.8312 eV
  error, screened D              -0.013353 Ha = -0.3634 eV
  error, D kept at reference     0.525774 Ha = 14.3070 eV
  dE/df by finite difference     -0.968108 Ha
Direct minimization, five functions, 3d7:
  1 - overlap with eigenvector   1.9e-14
  lowest level with S            -1.029002 Ha
  lowest level with S set to 1   -7.843247 Ha
Level-shift error at potential strength 0.04 and 0.02:
  screened D      9.556e-06  2.378e-06 Ha, ratio 4.019
  D at reference  3.207e-02  1.602e-02 Ha, ratio 2.002
```
